Grid pinning and velocity bias in Allen–Cahn crystallization fronts

A crystallization front computed on too coarse a grid does not merely move inaccurately. Below a finite driving force it stops. Let h be the grid spacing, δ the interface length, ε = h/δ, and f the driving force in units of interface energy divided by δ. For the noise-free Allen–Cahn model with the standard nearest-neighbour Laplacian, the threshold for a front along a grid axis is

f_c = 10πC ε⁻⁴ exp[−π²/asinh(ε/2)] [1 + O(ε²)], C ≈ 1521.

On fine grids, where f_c is negligible, weakly driven planar fronts moving along a grid axis and the area loss of undriven convex grains are slowed by the fraction ε²/40. A sound scheme must therefore control two grid errors: an algebraic bias and a threshold that is exponentially small on fine grids but large once the interface spans only about two grid spacings.

**The naive scheme**

Let φ be 1 in the crystal and 0 in the liquid. The free-energy density is

Wφ²(1−φ)² + (κ/2)|∇φ|² − gφ²(3−2φ),

where g > 0 favours the crystal. Relaxation with rate coefficient L gives

∂φ/∂t = L[κ∇²φ − 2Wφ(1−φ)(1−2φ) + 6gφ(1−φ)].

Try φ = 1/[1+exp((x−vt)/δ)], with δ² = κ/(2W). Then

φ_x = −φ(1−φ)/δ, φ_xx = φ(1−φ)(1−2φ)/δ².

The gradient and double-well terms cancel because κ/δ² = 2W. What remains is vφ(1−φ)/δ = 6Lgφ(1−φ), so

v = 6Lδg = Mg, M = 6Lδ.

At g = 0 the gradient and well energies are equal, and the interface energy is

σ = ∫κφ_x² dx = (κ/δ)∫₀¹φ(1−φ)dφ = κ/(6δ).

Hence Mσ = Lκ and W = 3σ/δ. Measure length in δ and time in δ²/(Mσ). The drive becomes 6g/(2W) = gδ/σ = f, and

φ_t = ∇²φ − φ(1−φ)(1−2φ) + fφ(1−φ).

The continuum front speed is now f. Near φ = 0 the reaction term is (f−1)φ, so the liquid is metastable only for f < 1. A large circular grain has the extra term φ_r/r in its Laplacian, which gives dR/dt = f − 1/R at leading order in 1/R. Without drive, dA/dt = 2πR dR/dt = −2π, or −2πMσ in physical units.

The naive scheme replaces ∇² by differences on a grid that barely resolves the interface, and reads a speed from an arbitrary time window. The continuum energy does not depend on where a planar front sits. The grid energy does, and this creates barriers. Reducing the time step cannot remove them: a state with zero right-hand side is stationary for explicit Euler at any step.

**The smooth bias**

Use u = 2φ−1 and, for convenience, a profile that increases with x. The grid second difference is

Du = [u(x+ε) − 2u(x) + u(x−ε)]/ε² = u″ + ε²u⁗/12 + …

An undriven static front obeys Du = (u³−u)/2. At leading order u = T = tanh(x/2), with T′ = (1−T²)/2. Write P = T(1−T²), so that T″ = −P/2, and write u = T + ε²u₁. Then

Λu₁ = −T⁗/12, Λy = y″ − (3T²−1)y/2.

Differentiating T″ = (T³−T)/2 once gives ΛT′ = 0, hence Λ(xT′) = 2T″ = −P. Differentiating again gives

T⁗ = 3TT′² + (3T²−1)T″/2 = P(1−3T²/2).

The same line says ΛT″ = 3TT′² = 3P(1−T²)/4, so ΛP = −3P(1−T²)/2. Insert u₁ = a xT′ + bP and divide by P:

−a − (3b/2)(1−T²) = −[−1/2 + (3/2)(1−T²)]/12.

Thus a = −1/24 and b = 1/12.

Now let a smooth front advance steadily into the liquid, u = u(x+vt):

vu′ = Du − (u³−u)/2 + f(1−u²)/2.

Multiply by u′ and integrate. The difference term vanishes, because after a shift of variable its two neighbour products combine into the derivative of u(x)u(x+ε), which is 1 at both ends. The well term vanishes because the wells are equally deep. The drive gives (f/2)∫(1−u²)du = 2f/3. Therefore

v = (2f/3)/∫u′²dx.

At zeroth order ∫T′²dx = ½∫(1−T²)dT = 2/3. The correction is

2ε²∫T′u₁′dx = −2ε²∫T″u₁dx = ε²∫Pu₁dx.

The two integrals needed are

∫P²dx = 2∫T²(1−T²)dT = 8/15,
∫xPT′dx = −∫x(T′²)′dx = ∫T′²dx = 2/3.

The correction is ε²(−1/36 + 2/45) = ε²/60, so

v = f(1 − ε²/40).

This holds for small f, smooth motion and small ε. A simulation at ε = 0.6 and f = 0.05 gave a coefficient of 0.0257 against 0.0250.

**Curvature-driven motion**

For a planar front whose normal makes angle α with a grid axis, the fourth-derivative term is multiplied by q = cos⁴α + sin⁴α = (3+cos4α)/4. In scaled units the front energy is

s(α) = ∫[u′²/2 − ε²qu″²/24 + (u²−1)²/8]dx.

T makes the unperturbed energy stationary, so the first correction may be evaluated with T. Since ∫T″²dx = ¼∫P²dx = 2/15,

s = (2/3)(1 − ε²q/120).

The force on a curved front follows from a graph y(x) of slope p. Its energy per unit x is s(α+arctan p)√(1+p²), whose second derivative at p = 0 is s+s″. The restoring force is thus (s+s″)K, where K is the curvature. Dividing by ∫u′²dx = (2/3)(1+ε²q/40) gives the inward speed

K{1 − ε²[q/40 + (q+q″)/120]}.

With q+q″ = (3−15cos4α)/4, the bracket reduces to (1−cos4α)/40:

inward speed = K[1 − (ε²/40)(1−cos4α)].

Axis-facing parts have no bias at this order; diagonal parts are slowed by ε²/20. A fine-grid grain should therefore become slightly longer along its diagonals. For any convex grain K ds = dα, and integration over 2π removes the cosine:

dA/dt = −2π(1 − ε²/40).

Undriven grains at ε = 0.35 and 0.7 gave a coefficient of 0.0260, again against 0.0250. Taking the difference of two grids suppresses corrections from finite grain radius that both share.

**Why the front stops**

No power of ε in the smooth expansion depends on the front's position between grid points, so none can produce pinning. The missing term is exponentially small and comes from the complex poles of the profile.

The decaying tail 1−u ∝ exp(−kx) obeys 4sinh²(kε/2) = ε², so

k = (2/ε)asinh(ε/2) = 1 − ε²/24 + …

The term −ε²xT′/24 found above is the same stretching of the profile. It moves the nearest pole from iπ to iπ/k, to this order. The shift must be kept because the exponent divides it by ε; the next shift, of order ε⁴, changes the exponent only by order ε³.

Near the pole set x = iπ/k + εz and u = U/ε. At leading order

U(z+1) − 2U(z) + U(z−1) = U³/2.

Since tanh(x/2) ≈ 2/(x−iπ), expand U = Σaₙz^(−2n−1) with a₀ = 2. Equal powers give

2 Σ_{m=0..n} binom(2n+2,2m)aₘ = ½ Σ_{i+j+l=n} aᵢaⱼa_l.

For n = 1 this is 4+12a₁ = 6a₁, so a₁ = −2/3. The series diverges, and its late terms carry the missing effect. Write it as

U = ∫₀^∞ exp(−sz)B(s)ds, B = Σaₙs²ⁿ/(2n)!.

A small remainder exp(−2πiz)χ(z) passes through the difference operator because the exponential has period one. For slowly varying χ the linearized equation is χ″ = 3U²χ/2 ≈ 6χ/z², with solutions z³ and z⁻². The z³ solution corresponds to fourth-order poles of B:

B ≈ C/(s−2πi)⁴ + C/(s+2πi)⁴.

The coefficients are equal and real because B is even and real. Expanding in s gives

aₙ ≈ (−1)ⁿC(2n+3)!/[3(2π)^(2n+4)].

Computing the recurrence and extrapolating in n gives C ≈ 1521.

A solution that is regular on the left is represented on the right by an integral whose path has crossed the pole at 2πi. The difference is a clockwise circuit, −2πi times the residue C(−z)³exp(−2πiz)/6, or

(πiC/3)z³exp(−2πiz).

Put E = exp[−2π²/(kε)] = exp[−π²/asinh(ε/2)]. In the original variable this remainder is

(πiC/3)ε⁻⁴E exp(−2πix/ε)G(x),

where ΛG = 0 and G ≈ X³ near the pole, with X = x−iπ. To find its size far to the right, use the constant combination T′G′−T″G. Near the pole T′ ≈ −2/X² and T″ ≈ 4/X³, so it equals −6−4 = −10. Far away T′ ≈ 2exp(−x) and G ≈ γexp(x), so it equals 4γ. Hence γ = −5/2.

Let the grid sites be X₀+jε relative to the front centre. The pole at −iπ/k adds the complex conjugate, and the growing amplitude is

−(5πC/3)ε⁻⁴E sin(2πX₀/ε).

The drive produces a response y with Λy = −fT′. Multiplying by T′ and integrating gives [T′y′−T″y] = −2f/3. The left side is four times the growing amplitude of y, which is therefore −f/6. A static front needs zero total growth:

f = −10πCε⁻⁴E sin(2πX₀/ε).

Its largest magnitude is the f_c stated at the start. The ratio of the numerical threshold to this formula is 1.032 at ε = 0.6 and 1.056 at ε = 0.8; linear extrapolation in ε² to ε = 0 gives 1.0006. No constant was fitted.

Above a weak threshold, assume that the front passes slowly through these static profiles. Let X = X₀ − ε/2 be its advance from a position midway between two sites, so that the static condition reads f = f_c sin(2πX/ε):

dX/dt = (1−ε²/40)[f − f_c sin(2πX/ε)].

The time per period needs ∫₀^{2π}dθ/(f−f_c sinθ). With y = tan(θ/2) it becomes

∫2dy/[f(1+y²)−2f_c y] = 2π/√(f²−f_c²),

after completing the square over the whole y axis. The mean speed is

v = (1−ε²/40)√(f²−f_c²).

At ε = 1.5 and f = 1.5f_c the simulation gave 0.00761 and this law 0.00774.

**The scheme that follows**

First find f_c without time stepping. Fix the value of u at one central site, and solve the static equations for all other sites and for f by Newton's method. Increase the fixed value from zero in small steps, each starting from the previous solution. This moves the front across the lattice, and the largest |f| is the threshold. It remains usable on coarse grids, where the asymptotic formula does not.

Then choose h so that f_c lies well below the smallest drive of interest and ε²/40 is below the allowed bias. A 1% bias gives ε = √0.4 = 0.63. The width between φ = 0.9 and 0.1 is 2ln9 δ = 4.39δ, so this means about seven spacings across it.

For time stepping use Δt = min(0.1, 0.2ε²) in scaled units. The stiffest two-dimensional grid mode decays at rate 8/ε², and the wells and the drive add at most 1+f. For f < 1, Δt times the total rate therefore stays below 1.8, under the Euler limit of 2.

Stability does not ensure accuracy. To first order in Δt, Euler steps replace φ_t by φ_t + (Δt/2)φ_tt. For a steady front φ_tt = v²φ_xx, which lowers the gradient coefficient from 1 to 1 − v²Δt/2. The front speed scales as the square root of this coefficient, so with v ≈ f the front is slowed by about the fraction f²Δt/4. Reduce Δt when this is not small beside the allowed bias.

Obtain front position from εΣφ and grain area from ε²Σφ. Let the profile settle, then time the front over whole lattice periods. A window covering part of a period weights the slow or fast portion by accident. If no period is completed, report the late speed and compare f with f_c. At ε = 2, a front driven at 0.97f_c came to rest, while one at 1.05f_c moved at 0.014.

Direction matters too. On a diagonal front φ depends on i+j, and the five-point Laplacian becomes

[2φ(i+j+1)+2φ(i+j−1)−4φ(i+j)]/ε².

This is the one-dimensional difference with spacing ε/√2, so diagonal fronts are pinned less. The reduction is strong on fine grids and modest on very coarse ones.

**A phase-change cell near melting**

Take rounded parameters for Ge₂Sb₂Te₅: melting point 900 K, heat of fusion 600 J/cm³, σ = 60 mJ/m², δ = 0.4 nm and M = 4×10⁻⁸ m⁴/(J s). At 880 K,

g = 600×20/900 = 13.3 J/cm³,
f = (13.3×10⁶)(0.4×10⁻⁹)/0.060 = 0.089,
v = (4×10⁻⁸)(13.3×10⁶) = 0.53 m/s.

For a planar front along a grid axis, a threshold f_c forbids growth up to an undercooling f_cσT_m/(ΔH δ), where ΔH is the heat of fusion and T_m the melting point. Here that is 225 K times f_c. Fronts in other directions, such as diagonal ones, can advance below this limit. With the other parameters fixed:

h = 0.4 nm: 4.4 spacings in the width, 0.014 K
h = 0.6 nm: 2.9 spacings, 1.7 K
h = 0.8 nm: 2.2 spacings, 12 K
h = 1.0 nm: 1.8 spacings, 31 K

The front at 20 K undercooling runs at 0.973 of its continuum speed for h = 0.4 nm, 0.926 for 0.6 nm and 0.678 for 0.8 nm. At 1.0 nm it stands still. The mean-speed law gives 0.723 at 0.8 nm, about 7% above the simulation, which marks the loss of accuracy of a small-ε law at ε = 2.

An undriven cylindrical grain of initial radius 9.6 nm, held at the melting point, should lose 15.1 nm²/ns. Between 1.33 and 8.00 ns the measured fraction of this rate is 0.977 at h = 0.4 nm, 0.937 at 0.6 nm, 0.801 at 0.8 nm and 0.375 at 1.0 nm. Up to 0.6 nm the diagonal radius ends slightly larger than the axial one, as the smooth bias predicts. At 1.0 nm the order is reversed for this grain, 8.88 nm along the axis and 8.52 nm along the diagonal, but on so coarse a grid both the order and the area loss depend on where the centre sits between grid points. The initial scaled curvature is 1/24 = 0.042, below the axial threshold 0.137 but above the diagonal threshold 0.025; these planar thresholds alone do not decide the shape.

The planar threshold is not a complete arrest criterion for a grain. At 0.8 nm it is 0.053, also above 0.042, yet the axial radius fell to 7.89 nm. At 1.2 nm the area of this grain, centred midway between grid points, instead rose by 1.5% of the expected loss; the sign of so small a change can depend on where the centre sits. This is allowed, because the flow must lower the energy, not the area. At 1.6 nm the loss was 0.0001 of the law: the grain was arrested.

These material values are rough. Real cells break the isothermal assumption: with a conductivity of 1 W/(m K) and a 20 nm heat path, latent heat released at the isothermal speed would warm the front by 6.4 K. Warming slows the front in proportion to the undercooling that remains, so the actual rise is nearer 6.4/(1+6.4/20) ≈ 5 K, about a quarter of the 20 K undercooling. A 0.5 eV activation energy makes M about 16% larger at 900 K than at 880 K. The usual undercooling factor 2T/(T+T_m) lowers g by 1%. If a 6% volume misfit were fully confined, with a 30 GPa bulk modulus, its energy of 54 J/cm³ would exceed g fourfold; stress relaxation decides how much of that survives. Homogeneous nucleation, with a barrier near 1700 kT, is negligible here. Crystal anisotropy is left out and not sized.

Thermal noise also limits the meaning of a numerical arrest. At zero drive, integrating the pinning force over half a period gives a barrier f_cσh/(πδ) per unit area. At h = 0.8 nm this amounts to 0.039 eV per square of one interface width, against kT = 0.076 eV. It is not the cost of moving such a patch alone: the patch is tied to the rest of the front, and bending the interface adds energy. With noise, a driven front could still advance by thermally activated steps, but their rate would depend on the grid.

If h cannot be reduced, δ can be enlarged with σ and M held fixed. This lowers ε and suppresses pinning rapidly. Within this isothermal, noise-free model the limits are f < 1, which at 20 K undercooling requires δ < σ/g = 4.5 nm, and δ much smaller than the grain radius. The first bound shrinks in inverse proportion to g: with g linear in the undercooling, δ = 0.4 nm already reaches f = 1 at 225 K below the melting point. When heat flow is included, δ must also be small beside the length over which the temperature varies. The remaining figures are in the numerical output.

Values computed for the example and the checks

```
melting point 900 K; front temperature 880 K
heat of fusion 600 J/cm3; sigma 60 mJ/m2
delta 0.40 nm; 10-90% width 1.758 nm
mobility M 4.0e-08 m4/(J s)
driving force 13.33 J/cm3; scaled drive f 0.0889
continuum front speed 0.533 m/s
time unit 0.0667 ns
grain: start radius 9.60 nm, at melting point
grain area-loss law 15.08 nm2/ns
grain window 1.33 to 8.00 ns
law radius at end 7.332 nm
pole constant C 1521.085; prefactor 10 pi C 47786.3
threshold numerical/formula at h/delta=0.6: 1.0318
threshold numerical/formula at h/delta=0.8: 1.0561
same ratio extrapolated to h=0: 1.0006
h/delta=2: speed at 0.97 fc 8.3e-15, at 1.05 fc 0.01416
slowing coefficient, 1D front 0.02572; theory 0.02500
slowing coefficient, 2D grain 0.02599; theory 0.02500
h/delta=1.5, f=1.5 fc: speed 0.007614, law 0.007740
Table A: h nm | points in width | fc | false-arrest undercooling K
A 0.2 | 8.79 | 3.734e-12 | 8.4e-10
A 0.4 | 4.39 | 6.428e-05 | 0.0145
A 0.6 | 2.93 | 7.335e-03 | 1.65
A 0.8 | 2.20 | 5.291e-02 | 11.9
A 1.0 | 1.76 | 1.367e-01 | 30.8
A 1.2 | 1.46 | 2.274e-01 | 51.2
A 1.6 | 1.10 | 3.781e-01 | 85.1
Table B: h nm | front speed/continuum | weak-pinning law
B 0.2 | 0.9936 | 0.9938
B 0.4 | 0.9730 | 0.9750
B 0.6 | 0.9260 | 0.9405
B 0.8 | 0.6779 | 0.7232
B 1.0 | 0.0000 | 0.0000
B 1.2 | 0.0000 | 0.0000
B 1.6 | 0.0000 | 0.0000
Table C: h nm | area loss/law | end radius on axis, diagonal nm
C 0.2 | 0.9966 | 7.337, 7.344
C 0.4 | 0.9766 | 7.377, 7.406
C 0.6 | 0.9368 | 7.469, 7.527
C 0.8 | 0.8008 | 7.893, 7.863
C 1.0 | 0.3749 | 8.884, 8.524
C 1.2 | -0.0146 | 9.593, 9.862
C 1.6 | 0.0001 | 9.588, 9.288
h=1.0 nm: fc on axis 0.1367, on diagonal 0.02547
1% slowing: h 0.253 nm, 6.95 points in width
latent heating 6.4 K (1.0 W/(m K), 20 nm path)
mobility ratio melting point/front 1.158 (0.5 eV)
undercooling factor 2T/(T+Tm) 0.9888
fully confined misfit energy 54 J/cm3 (30 GPa, 6%)
h=0.8 nm lattice barrier per width^2 0.0390 eV; kT 0.0758 eV
homogeneous nucleation barrier 1676 kT
```
